# Energy levels of an electron in a uniform field against a hard wall

## An eightfold field

Let an electron on the half line $z>0$ have the potential energy $eFz$, where $e>0$ and $F>0$, and let an infinite barrier stand at $z=0$. Suppose that one bound state is known:
$$-\frac{\hbar^2}{2m}\psi''(z)+eFz\,\psi(z)=E\psi(z),\qquad \psi(0)=0.$$
Squeeze this state to half its width by setting $\chi(z)=\psi(2z)$. Two derivatives bring out a factor 4, and the equation for $\psi$ is then used at the point $2z$:
$$-\frac{\hbar^2}{2m}\chi''(z)=4\,[E-eF(2z)]\,\chi(z)=4E\chi(z)-8eFz\,\chi(z).$$
So $\chi$ is a bound state in the field $8F$, with energy $4E$. It still vanishes at the wall. Since $4=8^{2/3}$, the two-thirds power is visible before any equation has been solved. The kinetic energy grows as the inverse square of the width. The potential energy grows as field times width, and both grow fourfold here.

## Scaled equation

Energies are measured from the band edge at the barrier. The mass $m$ is constant, and $z$ is a principal axis of the mass tensor. The wave function then separates into a plane wave along the barrier and $\psi(z)$. The parallel motion adds its own kinetic energy, which is omitted below.

Put $z=l\xi$ and $\psi(z)=l^{-1/2}\varphi(\xi)$, so that $\int_0^\infty\varphi^2d\xi=1$. The equation becomes
$$-\frac{\hbar^2}{2ml^2}\varphi''+eFl\,\xi\varphi=E\varphi.$$
The two coefficients are equal if
$$l=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad \varepsilon=eFl=\left(\frac{\hbar^2}{2m}\right)^{1/3}(eF)^{2/3}.$$
Division by $\varepsilon$, with $\lambda=E/\varepsilon$, leaves
$$\varphi''=(\xi-\lambda)\varphi,\qquad \varphi(0)=0. \tag{1}$$
No parameter remains, so the allowed $\lambda$ are pure numbers.

They are real and positive. Multiply (1) by $\varphi^*$ and integrate by parts; the boundary terms vanish at the wall and at infinity:
$$\lambda\int_0^\infty|\varphi|^2d\xi=\int_0^\infty\left(|\varphi'|^2+\xi|\varphi|^2\right)d\xi>0.$$

## The decaying solution

With $x=\xi-\lambda$, equation (1) is $y''=xy$. Define
$$\mathrm{Ai}(x)=\frac1{2\pi i}\int_{\mathcal C}e^{t^3/3-xt}\,dt,$$
where $\mathcal C$ comes in from infinity along the direction $e^{-i\pi/3}$ and leaves along $e^{i\pi/3}$. On these rays $t^3=-|t|^3$, so the integral converges and may be differentiated under the sign:
$$\mathrm{Ai}''-x\,\mathrm{Ai}=\frac1{2\pi i}\int_{\mathcal C}(t^2-x)e^{t^3/3-xt}dt=\frac1{2\pi i}\Big[e^{t^3/3-xt}\Big]_{\mathcal C}=0.$$
The two rays are complex conjugates, which makes $\mathrm{Ai}(x)$ real for real $x$.

For $x>0$ move the contour to the vertical line $t=\sqrt x+is$. The connecting pieces at height $\pm S$ have $\mathrm{Re}\,t=a$ between $\sqrt x$ and $S/\sqrt3$. There the real part of the exponent is $a^3/3-aS^2-xa\le-8aS^2/9$, so they vanish as $S\to\infty$. On the line
$$\frac{t^3}3-xt=-\frac23x^{3/2}-\sqrt x\,s^2-\frac{i s^3}{3},$$
because the terms $\pm ixs$ cancel. Hence
$$\mathrm{Ai}(x)=\frac{e^{-2x^{3/2}/3}}{\pi}\int_0^\infty e^{-\sqrt x s^2}\cos\frac{s^3}3\,ds\;\to\;\frac{e^{-2x^{3/2}/3}}{2\sqrt\pi\,x^{1/4}}$$
for large $x$, where the Gaussian confines $s$ to values at which the cosine is close to 1.

A second, independent solution $B$ cannot be used. The quantity $w=\mathrm{Ai}B'-\mathrm{Ai}'B$ has derivative $\mathrm{Ai}B''-\mathrm{Ai}''B=0$ and is a nonzero constant. Thus $(B/\mathrm{Ai})'=w/\mathrm{Ai}^2$. At large $x$ the right side tends to $4\pi w\sqrt x\,e^{4x^{3/2}/3}$, which is the derivative of $2\pi w\,e^{4x^{3/2}/3}$. Multiplication by $\mathrm{Ai}$ gives $B\to w\sqrt\pi\,x^{-1/4}e^{2x^{3/2}/3}$, which grows. Any admixture of $B$ spoils normalization.

## The wall selects the energies

The bound states are therefore $\varphi\propto\mathrm{Ai}(\xi-\lambda)$, and the wall requires $\mathrm{Ai}(-\lambda)=0$. Let $a_1>a_2>\dots$ be the real zeros of $\mathrm{Ai}$. They are negative, since each gives a bound state with $\lambda=-a_n>0$. Restoring the energy unit,
$$\boxed{E_n=\left(\frac{\hbar^2}{2m}\right)^{1/3}(eF)^{2/3}\,|a_n|,\qquad n=1,2,\dots} \tag{2}$$

Each zero is simple: if $\mathrm{Ai}$ and $\mathrm{Ai}'$ vanished together, uniqueness for the differential equation would make $\mathrm{Ai}$ zero everywhere. There are infinitely many zeros. To see this, take an interval from $p$ to $q=p+\pi/k$ lying below $-k^2$, and suppose $\mathrm{Ai}>0$ inside it. With $u=\sin k(x-p)$,
$$(\mathrm{Ai}'u-\mathrm{Ai}\,u')'=(x+k^2)\,\mathrm{Ai}\,u<0.$$
But the integral of the left side is $k[\mathrm{Ai}(p)+\mathrm{Ai}(q)]\ge0$, a contradiction. A negative sign of $\mathrm{Ai}$ is excluded in the same way, so every such interval contains a zero.

**A rule for the zeros.** For $x=-y<0$ turn the contour onto the imaginary axis, $t=is$. The arcs at infinity contribute nothing, and
$$\mathrm{Ai}(-y)=\frac1\pi\int_0^\infty\cos\left(\frac{s^3}3-ys\right)ds.$$
For large $y$ the integral comes mainly from the stationary point $s=\sqrt y$, where the phase is $-\frac23y^{3/2}+\sqrt y\,(s-\sqrt y)^2$. The Gaussian integral supplies $\sqrt\pi\,y^{-1/4}$ and a phase $\pi/4$:
$$\mathrm{Ai}(-y)\simeq\frac{\sin\left(\frac23y^{3/2}+\frac\pi4\right)}{\sqrt\pi\,y^{1/4}},\qquad |a_n|\simeq\left[\frac{3\pi}2\left(n-\frac14\right)\right]^{2/3}.$$
The first three zeros are at $-2.3381$, $-4.0879$ and $-5.5206$. The rule gives magnitudes 2.3203, 4.0818 and 5.5172, with errors of 0.76, 0.15 and 0.06 % relative to the true magnitudes. It is a good starting value for a root finder.

## Numbers for a silicon channel

For implementation, use $\hbar^2/2m_0=0.0381$ eV nm² and note that 1 MV/cm is 0.1 V/nm. Consider electrons in silicon (100) under silicon dioxide at 300 K, in a field of 0.5 MV/cm. Two of the six valleys have the rough mass $0.92\,m_0$ along $z$. Then
$$l=\left(\frac{0.0381}{0.92\times0.05}\right)^{1/3}\text{nm}=0.939\ \text{nm},\qquad \varepsilon=0.05\times0.939\ \text{eV}=0.0470\ \text{eV}.$$
Multiplication by the zeros gives $E_1=0.110$, $E_2=0.192$ and $E_3=0.259$ eV.

The other four valleys have the mass $0.19\,m_0$ along $z$. Their energies are larger by $(0.92/0.19)^{1/3}$, and their lowest level lies at 0.186 eV, just below $E_2$. In this model the order of the two ladders does not depend on the field, since all levels scale alike. The finite barrier treated below widens this gap from 6 to about 22 meV, because it lowers the light-mass level more than $E_2$.

Diagonalization on a grid with a fixed spacing of 0.01 nm gives $E_1=0.0692$, 0.1098 and 0.1743 eV at 0.25, 0.5 and 1 MV/cm. The power obtained from the outer two is 0.6667. The grid was not rescaled with the field, so this tests the law.

## Mean position and wall slope

Corrections need moments of $z$, and these follow without Airy integrals. Take $\varphi$ real and normalized, and $f(\xi)$ smooth with polynomial growth. From (1),
$$(f\varphi'^2)'=f'\varphi'^2+f(\xi-\lambda)(\varphi^2)'.$$
Integrate from the wall to infinity, moving the derivative off $\varphi^2$:
$$-f(0)\varphi'(0)^2=\int_0^\infty f'\varphi'^2d\xi-\langle f'(\xi-\lambda)\rangle-\langle f\rangle.$$
The remaining integral follows from $(f'\varphi\varphi')'=\frac12f''(\varphi^2)'+f'\varphi'^2+f'(\xi-\lambda)\varphi^2$, whose left side integrates to zero:
$$\int_0^\infty f'\varphi'^2d\xi=\tfrac12\langle f'''\rangle-\langle f'(\xi-\lambda)\rangle.$$
Together,
$$\tfrac12\langle f'''\rangle+2\langle f'(\lambda-\xi)\rangle-\langle f\rangle+f(0)\varphi'(0)^2=0.$$

- $f=1$ gives $\varphi'(0)^2=1$, or $|\psi'(0)|^2=1/l^3$ for every level.
- $f=\xi$ gives $2(\lambda-\langle\xi\rangle)=\langle\xi\rangle$, so $\langle z\rangle=2E/(3eF)$.
- $f=\xi^2$ gives $4\lambda\langle\xi\rangle=5\langle\xi^2\rangle$, so $\langle z^2\rangle=8E^2/(15e^2F^2)$.

Two thirds of the energy is potential and one third kinetic. Since $T\psi=(E-eFz)\psi$, the squared kinetic energy is
$$\langle T^2\rangle=E^2\left(1-\frac43+\frac8{15}\right)=\frac{E^2}5.$$
In the example $\langle z\rangle=2\times0.1098/(3\times0.05)=1.46$ nm for the lowest level.

## A barrier of finite height

Let the barrier have height $U\gg E$ and mass $m_b$. Inside it $\psi\propto e^{\kappa z}$, with $\kappa=\sqrt{2m_bU}/\hbar$. Continuity of $\psi$ and of the current, hence of $\psi'/m$, gives at the channel side
$$\psi(0)=\delta\,\psi'(0),\qquad \delta=\frac{m_b}{m\kappa}.$$
In scaled form $\mathrm{Ai}(-\lambda)=(\delta/l)\,\mathrm{Ai}'(-\lambda)$. Write $-\lambda=a_n+\eta$. Because $\mathrm{Ai}''(a_n)=0$, the left side is $\eta\,\mathrm{Ai}'(a_n)$ up to third order in $\eta$, and $\mathrm{Ai}'(-\lambda)$ is $\mathrm{Ai}'(a_n)$ up to second order. Hence $\eta=\delta/l$ to leading order, and
$$E_n\simeq E_n^{(0)}-eF\delta ,$$
where $E_n^{(0)}$ is the hard-wall value (2). The wall acts as if it had receded by $\delta$. With $\delta$ fixed, the shift is linear in the field to this order, and the local power is
$$\frac{d\ln E_n}{d\ln F}=\frac{\frac23E_n^{(0)}-eF\delta}{E_n^{(0)}-eF\delta}=\frac23-\frac{eF\delta}{3(E_n^{(0)}-eF\delta)}.$$

With rough values $U=3.1$ eV and $m_b=0.5\,m_0$, $\kappa=\sqrt{0.5\times3.1/0.0381}=6.38$ nm⁻¹ and $\delta=0.5/(0.92\times6.38)=0.085$ nm. The estimated shift is $-4.3$ meV. A grid solution that includes the oxide and its field gives $-4.31$, $-4.35$ and $-4.39$ meV for the first three levels. The nearly common shift confirms the estimate. The local power for $n=1$ is 0.653, both on the grid and from the formula.

## A field that is not uniform

**Depletion charge.** The field comes from ionized acceptors of density $N_A$, so it falls linearly to zero over the depletion width $W=\epsilon_sF/(eN_A)$, with $\epsilon_s=11.7\,\epsilon_0$. The potential energy is $eF(z-z^2/2W)$, and to first order
$$\Delta E=-\frac{eF\langle z^2\rangle}{2W}=-\frac{4E^2}{15\,eFW}.$$
For $N_A=7.5\times10^{17}$ cm⁻³, $W=43$ nm. The shift is $-1.5$ meV for $n=1$ and $-8.3$ meV for $n=3$; the grid gives $-1.5$ and $-8.6$ meV. Higher levels reach further into the weaker field.

**Electron repulsion.** Let the channel hold $N$ electrons per area with normalized profile $\rho(z)$, and keep the depletion charge fixed. By Gauss's law the electrons deeper than $z$ add the field $F_N\int_z^\infty\rho\,dz'$, with $F_N=eN/\epsilon_s$. Integration from the wall gives the mean-field energy
$$V(z)=eF_N\int_0^\infty\rho(z')\min(z,z')\,dz'.$$
For $N=5\times10^{11}$ cm⁻², $F_N=0.077$ MV/cm. With all electrons in the lowest level, that level rises by 8.5 meV to first order and by 8.4 meV self-consistently.

**Image potential.** Let $q$ be a charge in silicon at distance $z$ from a thick oxide. In silicon its potential is that of $q$ and an image $q'$ at $-z$; in the oxide it is that of a charge $q''$ at $z$. Continuity of the potential and of the normal displacement require $(q+q')/\epsilon_s=q''/\epsilon_{ox}$ and $q-q'=q''$. Thus $q'=q(\epsilon_s-\epsilon_{ox})/(\epsilon_s+\epsilon_{ox})$. The force is $qq'/[4\pi\epsilon_s(2z)^2]$, and its work from infinity gives
$$V_{im}(z)=\frac{e^2}{16\pi\epsilon_s z}\,\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}}.$$
With $\epsilon_{ox}=3.9\,\epsilon_0$ this is repulsive. It raises $E_1$ by 13.7 meV to first order and by 13.2 meV on the grid. The first-order value must lie higher, because it is a variational bound for the lowest level. Both numbers hold for the hard wall, where $\psi(0)=0$ keeps $\langle 1/z\rangle$ finite. With the finite barrier $\psi(0)\ne0$, the average diverges logarithmically at the interface, and the continuum form must be cut off at an atomic distance. A cutoff between 0.05 and 0.2 nm, with the attractive image on the oxide side included, gives about 15 meV to first order.

**Nonparabolic band.** Let the true kinetic energy $K$ in the band obey $K(1+\alpha K)=T$, where $T$ is the parabolic expression used so far. Then $K\simeq T-\alpha T^2$, and the first-order shift is $-\alpha\langle T^2\rangle=-\alpha E_1^2/5$. The rough value $\alpha=0.5$ eV⁻¹, applied here to motion along $z$, gives $-1.2$ meV.

## The model beside a real channel

The five shifts of $E_1$, including that of the finite barrier, add up to about $+14$ meV, or 13 % of the hard-wall value of 0.110 eV. This is a simple sum and not a joint solution. It leaves out exchange and correlation, interface roughness, strain and the image in the gate. The last is not negligible for a thin oxide: a metal gate behind 5 nm of oxide lowers $E_1$ by about 5 meV.

The masses, barrier and permittivities are rough typical values for silicon and its oxide, and the doping is of the kind used in planar bulk transistors. The chosen charges also fit together near the onset of conduction. The band bending is $eFW/2=1.08$ eV. With a gap of 1.12 eV, $E_1$ lies 0.15 eV above the valence edge of the bulk. The electron density places the Fermi level 0.06 eV below $E_1$, hence 0.09 eV above that edge. The bulk relation $k_BT\ln(N_v/N_A)$, with a rough hole mass of $m_0$ in the valence-band density of states $N_v$, also gives 0.09 eV. This is a rough check, good to a few hundredths of an eV, and the closer agreement is partly accidental. It leaves out the shifts above and two additions to the band bending, which raise the bulk edges relative to the surface. The channel electrons add $eF_N\langle z\rangle\approx 11$ meV if all are in the lowest level, and about 2 meV more with the thermal occupation of higher levels. The holes that remain near the edge of the depletion layer, which is not sharp, add about $k_BT=26$ meV at a given field at the wall. These two additions alone lower the surface value from 0.09 to about 0.05 eV.

As the channel fills with electrons, the assumption of a uniform field fails. At $10^{13}$ cm⁻², twenty times the density used here, $F_N$ would be about 1.5 MV/cm, three times the depletion field. Formula (2) then no longer gives the levels, and the Schrödinger and Poisson equations must be solved together.

**Temperature.** A level $i$ in $g$ equivalent valleys has the constant density of states $gm_d/(\pi\hbar^2)$, spin included, where $m_d$ is the geometric mean of the two masses along the barrier. Integration over the Fermi function gives
$$N_i=\frac{g\,m_dk_BT}{\pi\hbar^2}\ln\left(1+e^{(E_F-E_i)/k_BT}\right).$$
With the unshifted levels, 77 % of the electrons are in the lowest level at 300 K and 19 % are in the light-mass ladder. With these hard-wall levels, a calculation that keeps one level would miss almost a quarter of the charge. The finite barrier raises this part to about a third: $\delta$ is inversely proportional to $m$, so the light-mass ladder is lowered much more than the heavy-mass one.

**Escape.** If the smaller field of the channel electrons is left out, continuity of displacement makes the oxide field 1.5 MV/cm. The level is then not strictly bound, since the oxide barrier is tilted and ends at the gate. For thickness $d_{ox}$ the semiclassical exponent is
$$\frac{2}{\hbar}\int_0^{d_{ox}}\sqrt{2m_b(U-E_1-eF_{ox}s)}\,ds ,$$
which is 58.5 for 5 nm. An electron returns to the wall after the time $2\sqrt{2mE_1}/(eF)=4.3\times10^{-14}$ s, in which the force reverses its momentum. Multiplication by $e^{58.5}$ gives an escape time of order $10^{12}$ s, without a prefactor. Leakage does not affect the levels here. In a thinner oxide the exponent is smaller. For 1 nm the same formula gives about 12, and an escape time of order $10^{-8}$ s. The levels are still sharp, since $\hbar$ divided by this time is below $10^{-7}$ eV, but the leakage is some $10^{20}$ times faster than at 5 nm. Tunnelling from the bulk valence band into the channel is closed at these band edges, because $E_1$ lies above the valence edge throughout; a drain bias can change that.

## When a second wall matters

In a thin film of thickness $d$ a second hard wall stands at $z=d$. Formula (2) holds if the state has decayed before reaching it, which requires $d-E_n/(eF)$ to be several times $l$. For the lowest level of the example the turning point $E_1/(eF)$ is at 2.2 nm.

In the opposite limit, $d\ll l$, the field is a perturbation of a box. The box states are symmetric about $d/2$, so to first order
$$E_n\simeq\frac{\hbar^2\pi^2n^2}{2md^2}+\frac{eFd}{2}.$$
The energy from the band edge at the first wall is now a constant plus a term linear in the field. Level differences do not depend on the field at this order. A thin undoped channel can thus leave the two-thirds law even when its field is uniform. For a given level, the ratio of $d$ to the turning point $|a_n|l$ shows which limit is near. In one and the same film the lowest level can therefore follow (2) while high levels are close to those of the box. Between the limits both boundary conditions must be imposed on a combination of $\mathrm{Ai}$ and the growing solution $B$.

Most of the values used above are listed in the numerical output that follows.

## Numbers as computed

```
field: 0.50 MV/cm; temperature: 300 K
masses along z: 0.92 and 0.19 m0
hbar^2/(2 m0): 0.038100 eV nm^2
length unit l, heavy mass: 0.9391 nm
energy unit e F l, heavy mass: 0.04696 eV
n=1: |a_n| = 2.338107, phase rule 2.320251, error 0.764 %
n=2: |a_n| = 4.087949, phase rule 4.081810, error 0.150 %
n=3: |a_n| = 5.520560, phase rule 5.517164, error 0.062 %
n=1: E formula 0.10979 eV, grid 0.10979 eV, mean z 1.464 nm
n=2: E formula 0.19195 eV, grid 0.19195 eV, mean z 2.559 nm
n=3: E formula 0.25922 eV, grid 0.25922 eV, mean z 3.456 nm
light-mass ladder E1, E2, E3: 0.18574, 0.32474, 0.43855 eV
E1 on grid at 0.25 MV/cm: 0.06916 eV
E1 on grid at 0.50 MV/cm: 0.10979 eV
E1 on grid at 1.00 MV/cm: 0.17428 eV
power of field from grid, n=1: 0.66666
root mean square z, n=1: 1.604 nm
oxide barrier 3.1 eV, oxide mass 0.5 m0
barrier decay constant: 6.378 1/nm
effective wall displacement: 0.0852 nm
barrier shift, estimate: -4.26 meV
barrier shift, grid, n=1,2,3: -4.31, -4.35, -4.39 meV
local power with finite barrier: grid 0.6527, estimate 0.6532
permittivities, silicon and oxide: 11.7, 3.9
acceptors: 7.50e+17 cm^-3; electrons: 5.0e+11 cm^-2
depletion width: 43.11 nm; band bending: 1.078 eV
curvature shift n=1: first order -1.49 meV, grid -1.51 meV
curvature shift n=3: first order -8.31 meV, grid -8.59 meV
image shift n=1: first order 13.68 meV, grid 13.17 meV
field of the electron sheet: 0.0773 MV/cm
repulsion shift n=1: first order 8.49 meV, self-consistent 8.36 meV
nonparabolicity 0.5 1/eV, shift n=1: -1.21 meV
simple sum of the five shifts, n=1: 14.49 meV
thermal energy: 25.85 meV
Fermi level minus E1: -59.8 meV
share of electrons in lowest level: 77.4 %
share in light-mass ladder: 19.0 %
band gap: 1.12 eV; hole density-of-states mass: 1.0 m0
E1 above bulk valence edge: 0.152 eV
Fermi level above bulk valence edge: surface 0.092 eV, bulk 0.091 eV
oxide: 5.0 nm, field 1.50 MV/cm
tunnelling exponent: 58.53; bounce time: 4.29e-14 s
escape time without prefactor: 1.1e+12 s
```
